# Surface strain near a stressed film edge from a tangential line force: a numerical check

```python
# RESULT UNDER TEST: a tangential line force F (N/m, along +x) on the surface of
# an isotropic half-space y > 0 gives, in plane strain, the surface strain
#     eps_xx = -2 F (1 - nu^2) / (pi E x).
# E, nu: Young modulus and Poisson ratio of the substrate; tension is positive.
# A film of stress s and thickness h loads the substrate at its edge by |s| h.
# The program tests the stress field, solves the Navier equations separately,
# and sizes film compliance, second edge, anisotropy, bending and temperature.
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.constants import nano, micro, giga, mega

# ---------- symbolic test of the radial stress field ----------
x, y, theta = sp.symbols('x y theta', real=True)
force, radius = sp.symbols('force radius', positive=True)
r2 = x**2 + y**2
sxx = -2*force*x**3/(sp.pi*r2**2)
sxy = -2*force*x**2*y/(sp.pi*r2**2)
syy = -2*force*x*y**2/(sp.pi*r2**2)
assert sp.simplify(sp.diff(sxx, x) + sp.diff(sxy, y)) == 0
assert sp.simplify(sp.diff(sxy, x) + sp.diff(syy, y)) == 0
trace = sxx + syy
assert sp.simplify(sp.diff(trace, x, 2) + sp.diff(trace, y, 2)) == 0
assert sxy.subs(y, 0) == 0 and syy.subs(y, 0) == 0
on_arc = {x: radius*sp.cos(theta), y: radius*sp.sin(theta)}
tx = sp.simplify((sxx*x + sxy*y).subs(on_arc))   # traction times radius
ty = sp.simplify((sxy*x + syy*y).subs(on_arc))
assert sp.simplify(sp.integrate(tx, (theta, 0, sp.pi)) + force) == 0
assert sp.simplify(sp.integrate(ty, (theta, 0, sp.pi))) == 0

# ---------- Navier equations for sinusoidal surface tractions ----------
# u = U(y) exp(ikx), v = i W(y) exp(ikx); shear traction q, normal traction i*P
lam, mu, k, q, P = sp.symbols('lam mu k q P', positive=True)
A, B, C, D = sp.symbols('A B C D')
decay = sp.exp(-k*y)
U, W = (A + B*y)*decay, (C + D*y)*decay
navier_x = (-(lam + 2*mu)*k**2*U + mu*sp.diff(U, y, 2)
            - (lam + mu)*k*sp.diff(W, y))
navier_y = (-mu*k**2*W + (lam + 2*mu)*sp.diff(W, y, 2)
            + (lam + mu)*k*sp.diff(U, y))
equations = []
for expression in (navier_x, navier_y):
    polynomial = sp.expand(sp.simplify(expression/decay))
    equations += [polynomial.coeff(y, 0), polynomial.coeff(y, 1)]
equations.append((mu*(sp.diff(U, y) - k*W)).subs(y, 0) + q)
equations.append(((lam + 2*mu)*sp.diff(W, y) + lam*k*U).subs(y, 0) + P)
solution = sp.solve(equations, [A, B, C, D], dict=True)[0]
surface_u = sp.expand(sp.simplify(solution[A]))
Es, ns = sp.symbols('Es ns', positive=True)
lame = {lam: Es*ns/((1 + ns)*(1 - 2*ns)), mu: Es/(2*(1 + ns))}
shear_response = sp.simplify(surface_u.subs(P, 0).subs(lame)/q)
normal_strain = sp.simplify(k*surface_u.subs(q, 0).subs(lame)/P)
assert sp.simplify(shear_response - 2*(1 - ns**2)/(Es*k)) == 0
assert sp.simplify(normal_strain + (1 + ns)*(1 - 2*ns)/Es) == 0

# ---------- example inputs (rough typical values) ----------
E, nu = 160*giga, 0.22
E_film, nu_film = 150*giga, 0.22
mismatch = 0.008
h, width, d = 10*nano, 4*micro, 200*nano
wafer = 700*micro
c11, c12, c44 = 166*giga, 64*giga, 80*giga
delta_alpha, delta_T = 0.6e-6, 600.0
film_stress = -E_film/(1 - nu_film)*mismatch
F = abs(film_stress)*h
K = 2*(1 - nu**2)/(np.pi*E)
eps_line = -K*F/d
stress_line = -2*F/(np.pi*d)

# inverse Fourier transform for a narrow Gaussian traction of total force F
spread = 0.02*d
kk = np.linspace(1e-9/d, 8/spread, 200001)
response = sp.lambdify((k, Es, ns), shear_response, 'numpy')(kk, E, nu)
integrand = -kk*response*F*np.exp(-(kk*spread)**2/2)*np.sin(kk*d)/np.pi
eps_fourier = np.sum((integrand[1:] + integrand[:-1])/2*np.diff(kk))
# a Gaussian of relative width 0.02 changes the strain by about 0.0004
assert abs(eps_fourier/eps_line - 1) < 1e-3

# ---------- compliant film: sine series for the film force ----------
a = width/2
n = np.arange(1, 601)
M = 3000
phi_mid = (np.arange(M) + 0.5)*np.pi/M
cos_table = np.cos(np.outer(phi_mid, n))


def solve_film(thickness, N0):
    """Coefficients of N = sum A_n sin(n phi), position s = -a cos(phi)."""
    stiffness = thickness*E_film/(1 - nu_film**2)
    ratio = np.pi*K*stiffness/a
    phi = n*np.pi/(len(n) + 1)
    matrix = np.sin(np.outer(phi, n))*(np.sin(phi)[:, None] + ratio*n)
    return np.linalg.solve(matrix, N0*np.sin(phi)), stiffness


def strain_outside(coefficients, distance):
    slope = cos_table @ (n*coefficients)
    kernel = a + distance + a*np.cos(phi_mid)
    return -K*np.sum(slope/kernel)*np.pi/M


def strain_inside(coefficients, phi0):
    """Principal value by subtraction of the singular part."""
    slope = cos_table @ (n*coefficients)
    slope0 = np.cos(n*phi0) @ (n*coefficients)
    kernel = a*(np.cos(phi_mid) - np.cos(phi0))
    return -K*np.sum((slope - slope0)/kernel)*np.pi/M


coef, stiff = solve_film(h, -F)
phi_in = np.arccos(-(a - d)/a)
for phi0 in (1.0, phi_in):
    N_here = np.sin(n*phi0) @ coef
    residual = N_here - (-F + stiff*strain_inside(coef, phi0))
    assert abs(residual) < 1e-4*F
eps_in = strain_inside(coef, phi_in)
eps_in_pair = K*F*(1/d + 1/(width - d))
assert eps_in > 0 and strain_outside(coef, d) < 0


def pair(distance):
    return -K*F*(1/distance - 1/(distance + width))


distances = np.array([50, 100, 200, 500, 1000])*nano
full = np.array([strain_outside(coef, s) for s in distances])
deviation = np.abs(full/pair(distances) - 1)
assert np.all(np.diff(deviation) < 0)
coef_thin, _ = solve_film(h/10, -F)    # same edge force, thinner film
thin_deviation = abs(strain_outside(coef_thin, d)/pair(d) - 1)
assert thin_deviation < deviation[2]/3

# ---------- cubic anisotropy ----------


def cubic_coefficient(C11, C22, C12, C66):
    """-eps_xx*x/F from the radial field; tested by decaying surface modes."""
    S = np.linalg.inv(np.array([[C11, C12, 0], [C12, C22, 0], [0, 0, C66]]))

    def weight(t):
        c, s = np.cos(t), np.sin(t)
        L = (S[0, 0]*c**4 + (2*S[0, 1] + S[2, 2])*c*c*s*s + S[1, 1]*s**4)
        return c*c*S[0, 0]/L
    radial = S[0, 0]/quad(weight, 0, np.pi)[0]
    g = giga
    C11, C22, C12, C66 = C11/g, C22/g, C12/g, C66/g
    roots = np.roots([C66*C22, 0, C11*C22 + C66**2 - (C12 + C66)**2,
                      0, C11*C66])
    p = roots[roots.imag > 0]
    assert len(p) == 2
    u, v = -(C12 + C66)*p, C11 + C66*p**2
    tractions = np.array([1j*C66*(p*u + v), 1j*(C12*u + C22*p*v)])
    amplitudes = np.linalg.solve(tractions, np.array([-1, 0], complex))
    modes = (u @ amplitudes).real/(np.pi*g)
    assert abs(modes/radial - 1) < 1e-7
    return radial


K110 = cubic_coefficient((c11 + c12)/2 + c44, c11, c12, c44)
K100 = cubic_coefficient(c11, c11, c12, c44)

# ---------- bending of a fully covered wafer, and temperature ----------
stretch = F*(1 - nu**2)/(E*wafer)
bend = (F*wafer/2)*(wafer/2)*(1 - nu**2)/(E*wafer**3/12)
hot_change = delta_alpha*delta_T/mismatch
near_limit = K*F/mismatch

# ---------- output ----------
ue = 1e6
print(f"Substrate Young modulus: {E/giga:.0f} GPa; Poisson ratio: {nu:.2f}")
print(f"Film Young modulus: {E_film/giga:.0f} GPa; ratio: {nu_film:.2f}")
print(f"Mismatch magnitude: {100*mismatch:.2f} %")
print(f"Film thickness: {h/nano:.0f} nm; mesa width: {width/nano:.0f} nm")
print(f"Film stress: {film_stress/giga:.3f} GPa")
print(f"Edge force F: {F:.2f} N/m")
print(f"Distance outside edge: {d/nano:.0f} nm")
print(f"Line-force surface stress there: {stress_line/mega:.1f} MPa")
print(f"Line-force surface strain there: {eps_line*ue:.1f} microstrain")
print(f"Fourier result, narrow traction: {eps_fourier*ue:.1f} microstrain")
print(f"Distance where line strain equals mismatch: {near_limit/nano:.2f} nm")
print("Outside the mesa, strains in microstrain:")
print("distance(nm)  one edge  two edges  compliant film  film/two edges")
for s, value in zip(distances, full):
    print(f"{s/nano:8.0f} {-K*F/s*ue:12.1f} {pair(s)*ue:10.1f}"
          f" {value*ue:12.1f} {value/pair(s):14.3f}")
print(f"Second-edge change at 200 nm: {100*(pair(d)/eps_line-1):.1f} %")
print(f"Film-compliance change at 200 nm: {100*(full[2]/pair(d)-1):.1f} %")
print(f"Same force, film 10 times thinner: {100*thin_deviation:.1f} % deviation")
print(f"Under film, 200 nm inside, two edges: {eps_in_pair*ue:.1f} microstrain")
print(f"Under film, 200 nm inside, compliant: {eps_in*ue:.1f} microstrain")
print(f"Cubic constants c11, c12, c44: {c11/giga:.0f}, {c12/giga:.0f},"
      f" {c44/giga:.0f} GPa")
print(f"Cubic/isotropic strain, x along [110]: {K110/K:.3f}")
print(f"Cubic/isotropic strain, x along [100]: {K100/K:.3f}")
print(f"Wafer thickness: {wafer/micro:.0f} um")
print(f"Covered-wafer strain, upper estimate: {(stretch+bend)*ue:.2f} microstrain")
print(f"Expansion difference: {delta_alpha*1e6:.1f} x 1e-6 per K")
print(f"Temperature rise: {delta_T:.0f} K")
print(f"Mismatch increase at that temperature: {100*hot_change:.1f} % of itself")
print("ALL CHECKS PASSED")
```

Output:

```
Substrate Young modulus: 160 GPa; Poisson ratio: 0.22
Film Young modulus: 150 GPa; ratio: 0.22
Mismatch magnitude: 0.80 %
Film thickness: 10 nm; mesa width: 4000 nm
Film stress: -1.538 GPa
Edge force F: 15.38 N/m
Distance outside edge: 200 nm
Line-force surface stress there: -49.0 MPa
Line-force surface strain there: -291.3 microstrain
Fourier result, narrow traction: -291.4 microstrain
Distance where line strain equals mismatch: 7.28 nm
Outside the mesa, strains in microstrain:
distance(nm)  one edge  two edges  compliant film  film/two edges
      50      -1165.0    -1150.6       -921.3          0.801
     100       -582.5     -568.3       -490.3          0.863
     200       -291.3     -277.4       -252.0          0.908
     500       -116.5     -103.6        -98.0          0.947
    1000        -58.3      -46.6        -44.9          0.963
Second-edge change at 200 nm: -4.8 %
Film-compliance change at 200 nm: -9.2 %
Same force, film 10 times thinner: 1.6 % deviation
Under film, 200 nm inside, two edges: 306.6 microstrain
Under film, 200 nm inside, compliant: 329.1 microstrain
Cubic constants c11, c12, c44: 166, 64, 80 GPa
Cubic/isotropic strain, x along [110]: 0.927
Cubic/isotropic strain, x along [100]: 1.030
Wafer thickness: 700 um
Covered-wafer strain, upper estimate: 0.52 microstrain
Expansion difference: 0.6 x 1e-6 per K
Temperature rise: 600 K
Mismatch increase at that temperature: 4.5 % of itself
ALL CHECKS PASSED
```
